# Why Symmetry-Forbidden Bands Start at a False Origin: A Vibronic Model

Suppose that the strength of an electronic absorption band is calculated with the nuclei held at their symmetric equilibrium positions. For the transition behind benzene's absorption near 260 nm the answer is zero, yet the band is there. Suppose next that its first strong cold line is taken for the electronic origin, the transition between the two vibrationless levels. The excited-state energy then comes out too high by one vibrational quantum. Both errors have one source: the light is absorbed through a dipole that exists when the molecule is distorted, and the distortion leaves its quantum in the spectrum.

## The model

In benzene the ground state is $A_{1g}$ and the excited state in question is $B_{2u}$. The in-plane dipole operator transforms as $E_{1u}$ and the perpendicular one as $A_{2u}$, so neither connects these two states at the symmetric geometry. A higher state of symmetry $E_{1u}$ is reached with an allowed dipole. Since $B_{2u}\times E_{2g}=E_{1u}$, a vibration of symmetry $e_{2g}$ can mix the two excited states.

The simplest model keeps one dark state $|1\rangle$ of energy $E_1$, one bright state $|2\rangle$ of energy $E_2=E_1+\Delta$, and one non-totally-symmetric coordinate $Q$ with mass $M$ and angular frequency $\omega$. The degeneracies of the $E_{1u}$ state and the $e_{2g}$ mode are left out, as are rotation, solvent and any mixing of the ground state $|g\rangle$ with other states. The model therefore shows the mechanism and does not predict benzene's measured intensity, frequencies or line positions.

Let

$$h=\frac{P^2}{2M}+\frac12M\omega^2Q^2-\frac12\hbar\omega$$

be the oscillator energy above its zero-point level. The ground state has the Hamiltonian $h$, and the excited states have

$$H=h+E_1|1\rangle\langle1|+E_2|2\rangle\langle2|+\kappa Q\big(|1\rangle\langle2|+|2\rangle\langle1|\big).$$

All energies are thus counted from the vibrationless ground state. The constant $\kappa$ is an energy per length. One polarization component of the dipole operator is kept, $D=\mu(|2\rangle\langle g|+|g\rangle\langle2|)$, with $\mu$ independent of $Q$. The dark state has no dipole of its own.

The numerical example uses round parameters: $E_1=4.70$ eV, $\Delta=2.00$ eV, $\hbar\omega=75$ meV, $M=6$ u and $\kappa=10$ meV/pm.

## Why the true origin is missing

Write $|i,n\rangle$ for electronic state $i$ with $n$ quanta in the uncoupled oscillator. Let $\Pi$ reverse $Q$ and also change the sign of $|2\rangle$, leaving $|1\rangle$ alone. In the coupling term $Q$ changes sign and so does $|1\rangle\langle2|$, so the product is unchanged. All other terms in $H$ are plainly unchanged, and $H$ commutes with $\Pi$.

An oscillator function with $n$ quanta has parity $(-1)^n$. Hence $|1,n\rangle$ has $\Pi=(-1)^n$ and $|2,n\rangle$ has $\Pi=-(-1)^n$. Light acting on the cold molecule produces

$$D|g,0\rangle=\mu|2,0\rangle,$$

which has $\Pi=-1$. The level that grows out of $|1,0\rangle$ when the coupling is switched on has $\Pi=+1$, and its overlap with $|2,0\rangle$ vanishes whatever the value of $\kappa$. The first dark-state level with the right parity is the one that grows out of $|1,1\rangle$. Its line is the false origin.

## The dipole at a distorted geometry

To see where the dipole comes from, hold $Q$ fixed and diagonalize the electronic part. Write the lower and upper states as

$$|l\rangle=\cos\theta\,|1\rangle-\sin\theta\,|2\rangle,\qquad |u\rangle=\sin\theta\,|1\rangle+\cos\theta\,|2\rangle .$$

The matrix element between them must vanish:

$$\sin\theta\cos\theta\,(E_1-E_2)+\kappa Q(\cos^2\theta-\sin^2\theta)=0 .$$

With $\sin\theta\cos\theta=\tfrac12\sin2\theta$ this gives $\tan2\theta=2\kappa Q/\Delta$, so $\theta\approx\kappa Q/\Delta$ for small distortions. The transition dipole of the lower state is

$$\mu_1(Q)=\langle l|D|g\rangle=-\mu\sin\theta\approx-\mu\frac{\kappa Q}{\Delta}.$$

This is Herzberg-Teller borrowing: the dark state acquires a little bright character, in proportion to the distortion. In the example the slope of $\mu_1/\mu$ is $-0.0050$ per pm. The dipole averages to zero over the symmetric zero-point motion, but its mean square does not.

The required matrix element follows from ladder operators. Define

$$q_0=\sqrt{\frac{\hbar}{2M\omega}},\qquad a=\frac{Q}{2q_0}+\frac{i q_0P}{\hbar}.$$

From $[Q,P]=i\hbar$ one finds $[a,a^\dagger]=1$ and $h=\hbar\omega a^\dagger a$, while adding $a$ and $a^\dagger$ gives $Q=q_0(a+a^\dagger)$. Therefore

$$Q|n\rangle=q_0\big(\sqrt{n+1}\,|n+1\rangle+\sqrt n\,|n-1\rangle\big),$$

and $\langle1|Q|0\rangle=q_0$. With the abbreviation $g=\kappa q_0$, an energy, the 0→1 transition amplitude is $-\mu g/\Delta$. Its dipole strength in units of $\mu^2$ is

$$R_{\rm ad}=\frac{g^2}{\Delta^2}.$$

Here $q_0=6.815$ pm, so $g=10\times6.815=68.15$ meV and $R_{\rm ad}=(68.15/2000)^2=1.16\times10^{-3}$.

## What the moving nuclei add

The electronic states were found at fixed $Q$, but the nuclei move. Perturbation theory on the full Hamiltonian includes this. The state near $|1,1\rangle$ contains $|2,0\rangle$ with the first-order coefficient

$$\frac{\langle2,0|\kappa Q|1,1\rangle}{(E_1+\hbar\omega)-E_2}=-\frac{g}{\Delta-\hbar\omega}.$$

Light reaches this state through its $|2,0\rangle$ component, so the strength is

$$\boxed{R=\frac{g^2}{(\Delta-\hbar\omega)^2}}$$

to leading order in the coupling, for $\Delta>\hbar\omega$.

The difference from $R_{\rm ad}$ can be traced to the nuclear kinetic energy. Since $d|l\rangle/dQ=-\theta'|u\rangle$, the operator $-(\hbar^2/2M)\,d^2/dQ^2$ acting on $|l\rangle\chi(Q)$ produces, from its cross term, the upper-state component

$$\frac{\hbar^2\theta'}{M}\frac{d\chi}{dQ}|u\rangle,\qquad \theta'\approx\frac{\kappa}{\Delta}.$$

The definition of $a$ gives $d/dQ=(a-a^\dagger)/2q_0$, hence $\langle0|d/dQ|1\rangle=1/2q_0$. Using $\hbar/2M=\omega q_0^2$, the coupling of $|l,1\rangle$ to $|u,0\rangle$ is

$$\frac{\hbar^2\kappa}{2M\Delta q_0}=\hbar\omega\frac g\Delta .$$

Divided by the energy difference $-(\Delta-\hbar\omega)$, it adds to the fixed-nuclei amplitude:

$$-\frac g\Delta-\frac{\hbar\omega\,g}{\Delta(\Delta-\hbar\omega)}=-\frac{g}{\Delta-\hbar\omega}.$$

In the example $R=(68.15/1925)^2=1.253\times10^{-3}$, which is 8% above $R_{\rm ad}$. This relative difference does not shrink when $\kappa$ is made small, because both strengths scale as $\kappa^2$ and their ratio is $\Delta^2/(\Delta-\hbar\omega)^2$. Diagonalization of the full Hamiltonian on a grid in $Q$ gives $1.238\times10^{-3}$, about 1% below the leading-order $R$. With $\kappa$ reduced by a factor of 20, the computed strength multiplied by $20^2$ is $1.253\times10^{-3}$, so the 1% belongs to higher orders in the coupling.

If $\Delta$ approaches $\hbar\omega$, the formula diverges. This signals its failure: $|1,1\rangle$ and $|2,0\rangle$ are then nearly degenerate and must be diagonalized together. These two levels alone suffice only when $g\ll\hbar\omega$. For a coupling as large as the example's, the other levels of the same parity mix in as well.

## In what sense the intensity is borrowed

Let $|k\rangle$ be the eigenstates of $H$ with energies $E_k$. They form a complete set, so

$$\sum_k|\langle k|D|g,0\rangle|^2=\mu^2\langle2,0|2,0\rangle=\mu^2 .$$

Oscillator strength is proportional to transition energy times dipole strength. Its sum contains

$$\sum_kE_k|\langle k|D|g,0\rangle|^2=\mu^2\langle2,0|H|2,0\rangle=\mu^2E_2,$$

because $h|0\rangle=0$ and the coupling has no diagonal element in $|2\rangle$. Neither sum depends on $\kappa$. What the dark band gains, the bright band loses, in dipole strength and in oscillator strength alike.

In the example the whole dark band has $1.240\times10^{-3}$ of the dipole strength and the bright band keeps 0.99876. Nearly all of the dark part is in the false origin; the 0→3 line, which parity also allows, has $2.5\times10^{-6}$. The dark share of the oscillator strength is smaller, $8.8\times10^{-4}$, because the dark band lies at lower energy.

## The same coupling softens the vibration

Mixing also repels the electronic energies. The lower eigenvalue at fixed $Q$ is

$$\frac{E_1+E_2}{2}-\frac12\sqrt{\Delta^2+4\kappa^2Q^2}\approx E_1-\frac{\kappa^2Q^2}{\Delta}.$$

Added to $\tfrac12M\omega^2Q^2$, it changes the force constant from $M\omega^2$ to $M\omega^2-2\kappa^2/\Delta$. Since $\kappa^2=2M\omega g^2/\hbar$, the frequency $\omega'$ in the dark state obeys

$$\omega'^2=\omega^2\left(1-\frac{4g^2}{\hbar\omega\Delta}\right).$$

This gives a second condition on the simple picture. It is not enough that $g\ll\Delta$; one also needs $4g^2\ll\hbar\omega\Delta$. When $4g^2$ exceeds $\hbar\omega\Delta$, the symmetric geometry is no longer a minimum of the dark state. The parity rule survives, but the levels are not those of a slightly altered oscillator. Here $g^2/(\hbar\omega\Delta)=0.031$, and $\hbar\omega'=75\sqrt{1-0.124}=70.2$ meV.

Second-order perturbation theory keeps the nuclear motion. The level $|1,0\rangle$ is coupled to $|2,1\rangle$, and $|1,1\rangle$ to $|2,0\rangle$ and $|2,2\rangle$, the last with element $\sqrt2\,g$. Hence

$$E_{1,0}\approx E_1-\frac{g^2}{\Delta+\hbar\omega},$$

$$E_{1,1}\approx E_1+\hbar\omega-\frac{g^2}{\Delta-\hbar\omega}-\frac{2g^2}{\Delta+\hbar\omega}.$$

Their difference is the actual vibrational quantum in the dark state. From here on $\hbar\omega'$ denotes this spacing, of which the fixed-nuclei formula is an approximation, so

$$\hbar\omega-\hbar\omega'\approx\frac{g^2}{\Delta-\hbar\omega}+\frac{g^2}{\Delta+\hbar\omega}=\frac{2g^2\Delta}{\Delta^2-\hbar^2\omega^2}.$$

Dividing by $R$ removes the coupling constant:

$$\frac{\hbar\omega-\hbar\omega'}{R}\approx2\Delta\,\frac{\Delta-\hbar\omega}{\Delta+\hbar\omega}.$$

Within this model, intensity and softening are two measures of one coupling. The right side is $4000\times1925/2075=3711$ meV, and multiplication by $1.253\times10^{-3}$ gives a softening of 4.65 meV. Diagonalization gives 4.77 meV. In a molecule the frequency also changes for reasons outside the model, so a measured softening alone does not fix $\kappa$. In benzene the $e_{2g}$ mode in question falls from about 608 to about 522 cm$^{-1}$, roughly 11 meV, more than twice the value in this example.

The computed missing origin is at 4.6977 eV (263.9 nm), slightly below $E_1$ because of the repulsion. The false origin is at 4.7679 eV (260.0 nm). Taking the latter for the former would put the electronic transition 70 meV too high.

## How hot bands locate the missing line

A molecule that starts with $n$ quanta is taken by light to $|2,n\rangle$. This state is mixed into the dark levels near $|1,n+1\rangle$ and $|1,n-1\rangle$, with coefficients

$$-\frac{\sqrt{n+1}\,g}{\Delta-\hbar\omega},\qquad-\frac{\sqrt n\,g}{\Delta+\hbar\omega}.$$

The second denominator differs because the dark level now has one quantum fewer than the bright one. The transitions $n\to n+1$ gather near the false origin, and the transitions $n\to n-1$ gather about one quantum below the missing origin.

Let $x=e^{-\hbar\omega/k_BT}$, so that the initial populations are $(1-x)x^n$. Their average of $n$ is $x/(1-x)$ and that of $n+1$ is $1/(1-x)$. The ratio of the two groups is therefore

$$\frac{I_{\rm hot}}{I_{\rm cold}}=x\left(\frac{\Delta-\hbar\omega}{\Delta+\hbar\omega}\right)^2$$

in dipole strength and to leading order. At 300 K, $x=0.0550$ and the ratio is $0.0550\times(1925/2075)^2=0.0473$. Diagonalization at full coupling gives 0.0510, which is 8% larger.

Most of this excess comes from the softening. Use the linear dipole $\mu_1(Q)$ and oscillator functions with $\alpha=M\omega/\hbar$ in the ground state and $\alpha'=M\omega'/\hbar$ in the dark state. The one-quantum function is $\sqrt{2\alpha}\,Q$ times the zero-quantum function, and likewise with $\alpha'$. The 1→0 and 0→1 amplitudes then contain the same integral of $Q^2$ over the two Gaussians, multiplied by $\sqrt{2\alpha}$ and $\sqrt{2\alpha'}$ respectively. Their squared ratio is $\alpha/\alpha'=\omega/\omega'=75/70.23=1.07$. Because $x$ is small, these two lines dominate their groups. The remaining 1% is not assigned here.

The 1→0 line starts one ground-state quantum above the vibrationless level and ends on the vibrationless dark level. It therefore lies $\hbar\omega$ below the missing origin, at $4.6977-0.0750=4.6227$ eV (268.2 nm). If the ground-state quantum is known separately, adding it to the hot-band energy gives the origin that cannot be seen. The gap between the false origin and this hot line is $\hbar\omega+\hbar\omega'=75.0+70.2=145.2$ meV. It is not a single vibrational quantum of either state.

## Why the false origin looks like an origin

An allowed band shows a progression in any totally symmetric mode whose equilibrium position changes on excitation. Add such a mode, with quantum $\hbar\omega_s$ and ladder operator $b$, and let both excited states have the same displacement. The additional excited-state Hamiltonian is

$$h_s=\hbar\omega_s(b^\dagger+\sqrt S)(b+\sqrt S),$$

where $S$ is the Huang-Rhys factor, and $E_1$ and $E_2$ now refer to the relaxed symmetric coordinate. This term acts identically in both electronic states, so it separates from the vibronic problem. Every line found above is repeated at spacings $\hbar\omega_s$.

The relative strengths follow from expanding the initial vibrationless state $|0_s\rangle=\sum_vc_v|v'\rangle$ in the displaced states. The displaced lowering operator is $B=b+\sqrt S$, and $b|0_s\rangle=0$ implies $B|0_s\rangle=\sqrt S\,|0_s\rangle$. Comparing coefficients gives $\sqrt{v+1}\,c_{v+1}=\sqrt S\,c_v$. With normalization,

$$|c_v|^2=e^{-S}\frac{S^v}{v!}.$$

The true origin has zero strength, and zero times these factors leaves its whole progression missing. The false origin carries a complete one. For $S=1$ and $\hbar\omega_s=115$ meV, its first four lines have strengths $4.55$, $4.55$, $2.28$ and $0.76$ in units of $10^{-4}\mu^2$. The pattern is that of an allowed band, displaced by one quantum of the mode that made it possible. If the two excited states had different displacements, this separation would no longer hold.

## Removing the symmetry

If symmetry is what hides the true origin, breaking it should make the line appear. Add a coupling $c(|1\rangle\langle2|+|2\rangle\langle1|)$ that does not depend on $Q$, as a substituent or an asymmetric environment could supply. It does not commute with $\Pi$. It mixes $|2,0\rangle$ into $|1,0\rangle$ with coefficient $-c/\Delta$, so for weak $\kappa$ the true origin acquires the strength $(c/\Delta)^2$. With $c=20$ meV this is $1.00\times10^{-4}$, and diagonalization with the reduced $\kappa$ agrees.

At full $\kappa$ the computed strength is $1.13\times10^{-4}$. The lower potential now contains $-(c+\kappa Q)^2/\Delta$, whose cross term moves the minimum to $Q_m\approx2c\kappa/(M\omega^2\Delta)$ when the softening of the force constant is neglected. If the small difference in their widths is neglected, the product of the initial and final Gaussians is centred at $Q_m/2$, so the dipole there is set by

$$c+\frac{\kappa Q_m}{2}=c\left(1+\frac{2g^2}{\hbar\omega\Delta}\right).$$

Squaring gives a relative increase of about $4g^2/(\hbar\omega\Delta)=12\%$, close to the computed 13%. A static distortion can thus light up the origin itself, whereas the symmetric molecule can absorb into the dark state only by changing the number of quanta in $Q$ by an odd number. The numerical check tests by direct diagonalization the missing origin, the leading-order strengths, softening and hot-to-cold ratio, the two sum rules, the strength $(c/\Delta)^2$ and the progression. The estimates of the 8% and 13% excesses and the fixed-nuclei value of $\omega'$ are only compared with its printed values.

## Table of computed values

```
Dark state energy E1 = 4.700 eV
Gap = 2.000 eV
Bright state energy E2 = 6.700 eV
Uncoupled vibrational quantum = 75.00 meV
Mode mass = 6.0 u
Coupling slope kappa = 10.00 meV/pm
Temperature = 300 K
Thermal energy kT = 25.85 meV
Zero-point amplitude q_zp = 6.815 pm
Coupling element g = 68.15 meV
g/gap = 0.03408 (no unit)
g^2/(hw*gap) = 0.03096 (no unit)
Dipole slope / mu at Q=0 = -0.005000 1/pm
Strengths below are in units of mu^2
False origin, adiabatic formula = 1.1612e-03
False origin, vibronic formula = 1.2534e-03
False origin, diagonalization = 1.2379e-03
Weak-coupling result, rescaled = 1.2534e-03
Coupling reduction for that test = 20 (no unit)
True origin below 1e-20: True
0->3 line = 2.467e-06
Whole dark band = 1.2404e-03
Whole bright band = 0.998760
Dark share of oscillator strength = 8.8276e-04 (no unit)
Strength-weighted mean energy = 6.700000 eV
Missing origin = 4.69769 eV = 263.93 nm
False origin = 4.76792 eV = 260.04 nm
Hot band 1->0 = 4.62269 eV = 268.21 nm
Dark-state quantum = 70.230 meV
Softening, diagonalization = 4.770 meV
Softening, second order = 4.651 meV
Boltzmann factor = 0.05496 (no unit)
Hot/cold ratio, formula = 0.04730 (no unit)
Hot/cold ratio, weak coupling = 0.04731 (no unit)
Hot/cold ratio, full coupling = 0.05104 (no unit)
Symmetry-breaking coupling c = 20.0 meV
True origin with c, formula = 1.0000e-04
True origin with c, weak kappa = 9.9999e-05
True origin with c, full kappa = 1.1323e-04
Huang-Rhys factor S = 1.00 (no unit)
Symmetric-mode quantum = 115.0 meV
Progression line v=0: 4.5541e-04
Progression line v=1: 4.5541e-04
Progression line v=2: 2.2771e-04
Progression line v=3: 7.5902e-05
```
